# Third-Order Permittivity Bounds for Two-Phase Dielectrics in Milton's Form

## Result

A porous dielectric has two phases with permittivities $\varepsilon_1,\varepsilon_2>0$ and volume fractions $\phi_1+\phi_2=1$. For a phase property $b$, write

$$\langle b\rangle=\phi_1b_1+\phi_2b_2,\quad \langle\tilde b\rangle=\phi_2b_1+\phi_1b_2,\quad \langle b\rangle_\zeta=\zeta_1b_1+\zeta_2b_2,$$

with $\zeta_1+\zeta_2=1$. The effective permittivity $\varepsilon_e$ obeys $\varepsilon_L\le\varepsilon_e\le\varepsilon_U$, where

$$\varepsilon_U=\langle\varepsilon\rangle-\frac{\phi_1\phi_2(\varepsilon_2-\varepsilon_1)^2}{\langle\tilde\varepsilon\rangle+2\langle\varepsilon\rangle_\zeta},\tag{1}$$

$$\frac1{\varepsilon_L}=\langle1/\varepsilon\rangle-\frac{2\phi_1\phi_2(1/\varepsilon_2-1/\varepsilon_1)^2}{2\langle1/\tilde\varepsilon\rangle+\langle1/\varepsilon\rangle_\zeta}.\tag{2}$$

Once the phase permittivities are given, the structure enters through $\phi_2$ and one number,

$$\zeta_2=\frac{9}{2\phi_1\phi_2}\int_0^\infty\!\frac{dr}{r}\int_0^\infty\!\frac{ds}{s}\int_{-1}^{1}\!dc\,P_2(c)\Big[S_3(r,s,t)-\frac{S_2(r)S_2(s)}{\phi_2}\Big].\tag{3}$$

Here $S_2$ and $S_3$ are the probabilities that two or three points all lie in phase 2. The triangle has sides $r,s$ meeting at an angle of cosine $c$, third side $t$, and $P_2(c)=(3c^2-1)/2$.

The assumptions are: linear, local, lossless phases, each with a scalar permittivity; a quasi-static field; a statistically homogeneous and isotropic structure, fine compared with the sample. Angle brackets around fields denote volume averages.

## Stage 1: a uniform trial field

The true field $\mathbf E$ is curl-free with mean $\mathbf E_0$. The displacement $\mathbf D=\varepsilon\mathbf E$ is divergence-free with mean $\varepsilon_e\mathbf E_0$. A zero-mean gradient field and a divergence-free field are orthogonal on average: integration by parts moves the gradient onto the divergence, and surface terms vanish in a large sample. Hence $\langle\varepsilon E^2\rangle=\langle\mathbf D\cdot\mathbf E\rangle=\varepsilon_eE_0^2$.

Add any zero-mean gradient field $\mathbf h$ to $\mathbf E$:

$$\langle\varepsilon(\mathbf E+\mathbf h)^2\rangle=\varepsilon_eE_0^2+2\langle\mathbf D\cdot\mathbf h\rangle+\langle\varepsilon h^2\rangle\ge\varepsilon_eE_0^2,$$

because the middle term is zero. Similarly, add a zero-mean divergence-free field $\mathbf g$ to a displacement of mean $\mathbf D_0$:

$$\langle(\mathbf D+\mathbf g)^2/\varepsilon\rangle=D_0^2/\varepsilon_e+2\langle\mathbf E\cdot\mathbf g\rangle+\langle g^2/\varepsilon\rangle\ge D_0^2/\varepsilon_e.$$

Here $\langle\mathbf E\cdot\mathbf g\rangle=0$, since the uniform part of $\mathbf E$ meets a zero mean and the rest is a gradient.

Uniform trial fields give the Wiener bounds $1/\langle1/\varepsilon\rangle\le\varepsilon_e\le\langle\varepsilon\rangle$.

**Limit.** In flat layers parallel to the field, $\mathbf E$ is uniform and the upper value is attained. In layers normal to it, $\mathbf D$ is uniform and the lower value is attained. Layers are not isotropic, so isotropy should tighten both.

## Stage 2: one fluctuating field with a free amplitude

Let $\chi$ be 1 in phase 2 and 0 in phase 1, and set $\chi'=\chi-\phi_2$. Then $\langle\chi'^2\rangle=\phi_2\phi_1^2+\phi_1\phi_2^2=\phi_1\phi_2$. With $\delta=\varepsilon_2-\varepsilon_1$, $\varepsilon=\langle\varepsilon\rangle+\delta\chi'$.

Let $\Gamma$ project on zero-mean gradients; in Fourier space $\Gamma_{ij}=k_ik_j/k^2$, with $\Gamma=0$ at $k=0$. To first order in $\delta$, the field equation is $\nabla\cdot(\langle\varepsilon\rangle\mathbf h+\delta\chi'\mathbf E_0)=0$, so $\mathbf h=-(\delta/\langle\varepsilon\rangle)\Gamma\chi'\mathbf E_0$. This suggests the trial field $\mathbf E_0+\lambda\mathbf e$ with

$$\mathbf e=-\Gamma\chi'\mathbf E_0.$$

The tensor $\langle\chi'\Gamma_{ij}\chi'\rangle$ is proportional to $\delta_{ij}$ by isotropy, and its trace is $\langle\chi'^2\rangle$ because $\Gamma_{ii}=1$. Put $A=\phi_1\phi_2/3$. Since $\Gamma$ is symmetric and $\Gamma^2=\Gamma$,

$$\langle e^2\rangle=AE_0^2,\qquad\langle\chi'\mathbf E_0\cdot\mathbf e\rangle=-AE_0^2.$$

Let $m$ be the share of $\langle e^2\rangle$ in phase 2: $\langle\chi e^2\rangle=mAE_0^2$. Then $\langle\varepsilon e^2\rangle=A(\varepsilon_1+\delta m)E_0^2$. The trial energy divided by $E_0^2$ is

$$\langle\varepsilon\rangle-2\lambda\delta A+\lambda^2A(\varepsilon_1+\delta m).$$

It is smallest at $\lambda=\delta/(\varepsilon_1+\delta m)$, giving

$$\varepsilon_U=\langle\varepsilon\rangle-\frac{A\delta^2}{\varepsilon_1+\delta m}.\tag{4}$$

**Limit.** Through second order this is $\varepsilon_1+\phi_2\delta-\phi_1\phi_2\delta^2/(3\varepsilon_1)$, whatever $m$ is. A few isolated spheres have $\varepsilon_e=\varepsilon_1+3\varepsilon_1\phi_2\delta/(3\varepsilon_1+\delta)$, whose expansion is $\varepsilon_1+\phi_2(\delta-\delta^2/3\varepsilon_1+\dots)$. The two agree as $\phi_2\to0$.

## Stage 3: the dual bound needs no second parameter

For the displacement, use $\mathbf D_0+\mu\mathbf d$ with $\mathbf d=-(1-\Gamma)\chi'\mathbf D_0$. It is divergence-free and has zero mean. From the averages above,

$$\langle d^2\rangle=(3A-A)D_0^2=2AD_0^2,\qquad\langle\chi'\mathbf D_0\cdot\mathbf d\rangle=-2AD_0^2.$$

Let $n$ be the share of $\langle d^2\rangle$ in phase 2, and $\Delta=1/\varepsilon_2-1/\varepsilon_1$. Dividing the trial energy by $D_0^2$ gives

$$\langle1/\varepsilon\rangle-4\mu\Delta A+2\mu^2A(1/\varepsilon_1+\Delta n),$$

whose minimum is

$$\frac1{\varepsilon_L}=\langle1/\varepsilon\rangle-\frac{2A\Delta^2}{1/\varepsilon_1+\Delta n}.\tag{5}$$

So far there are two structural numbers, $m$ and $n$. They are linked because $\chi'$ is constant inside each phase. Write $\mathbf d=-\chi'\mathbf D_0-\mathbf e$, where $\mathbf e$ is now driven by $\mathbf D_0$. In phase 2, $\chi'=\phi_1$, so

$$\langle\chi d^2\rangle=\phi_2\phi_1^2D_0^2+2\phi_1\langle\chi\mathbf D_0\cdot\mathbf e\rangle+\langle\chi e^2\rangle.$$

The first term is $3A\phi_1D_0^2$. In the second, $\chi$ may be replaced by $\chi'$ because $\langle\mathbf e\rangle=0$, which gives $-2A\phi_1D_0^2$. The third is $mAD_0^2$. The sum is $A(\phi_1+m)D_0^2$; dividing by $2AD_0^2$,

$$n=\frac{\phi_1+m}{2}.\tag{6}$$

This is the reduction. With three phases, $\chi'$ would no longer describe the whole permittivity pattern and this argument would not close.

## Stage 4: a parameter between zero and one

Define $T_{ij}=-\Gamma_{ij}\chi'$, so that $e_i=T_{ij}E_{0j}$. Its trace is $-\chi'$. Separate the trace:

$$T_{ij}=-\tfrac13\chi'\delta_{ij}+Q_{ij},\qquad Q_{ii}=0.$$

Then $T_{ij}T_{ij}=\chi'^2/3+Q_{ij}Q_{ij}$. The average of the left side is $\langle\chi'\Gamma_{ii}\chi'\rangle=3A$, so $\langle Q_{ij}Q_{ij}\rangle=3A-A=2A$. Define $\zeta_2$ as the share of this positive quantity in phase 2:

$$\zeta_2=\frac{\langle\chi Q_{ij}Q_{ij}\rangle}{2A},\qquad0\le\zeta_2\le1.$$

Isotropy makes $\langle\chi T_{ki}T_{kj}\rangle$ proportional to $\delta_{ij}$. Therefore

$$mA=\tfrac13\langle\chi T_{ij}T_{ij}\rangle=\tfrac13\Big(\tfrac13\phi_2\phi_1^2+2A\zeta_2\Big)=\tfrac A3(\phi_1+2\zeta_2).$$

Together with (6),

$$m=\frac{\phi_1+2\zeta_2}{3},\qquad n=\frac{2\phi_1+\zeta_2}{3}.$$

Multiply numerator and denominator in (4) by 3. The denominator becomes $3\varepsilon_1+\delta(\phi_1+2\zeta_2)=\langle\tilde\varepsilon\rangle+2\langle\varepsilon\rangle_\zeta$, which is (1). The same step in (5) gives $3/\varepsilon_1+\Delta(2\phi_1+\zeta_2)=2\langle1/\tilde\varepsilon\rangle+\langle1/\varepsilon\rangle_\zeta$, which is (2).

Isotropy was used for second-rank tensors, and cubic symmetry also makes these proportional to $\delta_{ij}$. A random cubic-symmetric voxel cell with $\phi_2=0.2982$ has $\zeta_2=0.4528$. Its directly measured shares are $m=0.5358$ and $n=0.6188$, in agreement with both formulas. These values, and those quoted for this cell below, are for a $27^3$ Fourier mesh; refining the same voxel geometry to $135^3$ raises $\zeta_2$ by 0.002, $m$ and $n$ by about 0.001, and the upper bound at contrast 20 from 4.41 to 4.42.

**Limit.** If $\zeta_2=0$, $Q$ vanishes in phase 2 and (1) becomes

$$\varepsilon_1+\phi_2\delta-\frac{\phi_1\phi_2\delta^2}{3\varepsilon_1+\phi_1\delta}=\varepsilon_1+\frac{3\varepsilon_1\phi_2\delta}{3\varepsilon_1+\phi_1\delta}.$$

This is the Hashin-Shtrikman expression with phase 1 as the surrounding phase. For $\phi_2\to0$ it returns the isolated-sphere result, as it should: the field inside an isolated sphere is uniform and parallel to the applied one.

## Stage 5: both bounds in one form

Set $a=\langle\varepsilon\rangle$, $b=\langle\tilde\varepsilon\rangle$, $p=\varepsilon_1\varepsilon_2$, $q=\phi_1\phi_2\delta^2$ and $w=\langle1/\varepsilon\rangle_\zeta$. Since $a=\varepsilon_1+\phi_2\delta$ and $b=\varepsilon_1+\phi_1\delta$, we have $ab=p+q$. Also $\langle1/\varepsilon\rangle=b/p$, $\langle1/\tilde\varepsilon\rangle=a/p$ and $\Delta^2=\delta^2/p^2$. Equation (2) becomes

$$\frac1{\varepsilon_L}=\frac bp-\frac{2q}{p(2a+pw)}=\frac{2(ab-q)+bpw}{p(2a+pw)}=\frac{2+bw}{2a+pw}.$$

Invert, divide by $w$, and put $Y_L=2/w$:

$$\varepsilon_L=\frac{aY_L+p}{b+Y_L}=a-\frac{q}{b+Y_L}.$$

The upper bound has the same form with $Y_U=2\langle\varepsilon\rangle_\zeta$. The bounds thus differ by an arithmetic and a harmonic mean of the phase permittivities, both weighted by $\zeta_i$. At $\zeta_2=0$ or 1 these means coincide, and so do the bounds. At fixed $\phi_2$, both bounds increase with $Y$, so varying $\zeta_2$ from 0 to 1 sweeps them between the two Hashin-Shtrikman values. For pores, $\varepsilon_2<\varepsilon_1$, a larger $\zeta_2$ lowers both.

The difference of the means follows from $(\zeta_1\varepsilon_1+\zeta_2\varepsilon_2)(\zeta_1\varepsilon_2+\zeta_2\varepsilon_1)=p+\zeta_1\zeta_2\delta^2$:

$$Y_U-Y_L=\frac{2\zeta_1\zeta_2\delta^2}{\zeta_1\varepsilon_2+\zeta_2\varepsilon_1},\qquad \varepsilon_U-\varepsilon_L=\frac{q(Y_U-Y_L)}{(b+Y_U)(b+Y_L)}.$$

**Small contrast.** As $\delta\to0$, $b+Y\to3\varepsilon_1$, so the gap tends to $\frac29\phi_1\phi_2\zeta_1\zeta_2\delta^4/\varepsilon_1^3$. The bounds therefore agree through third order and fix the third-order term of $\varepsilon_e$, which from (4) is $\phi_1\phi_2(\phi_1+2\zeta_2)\delta^3/(9\varepsilon_1^2)$. For the voxel cell with $\varepsilon_1=1$, the formula gives a coefficient of 0.03738. Solving the field equations at $\delta=\pm0.03$ and taking the odd part gives 0.03739.

**Large contrast.** Let $\varepsilon_2\to\infty$ with $\phi_1$, $\zeta_1$ and $\zeta_2$ positive. Then $Y_L\to2\varepsilon_1/\zeta_1$ and $\varepsilon_L\to\varepsilon_1(1+2\phi_2/\zeta_1)/\phi_1$, while $\varepsilon_U$ grows as $2\phi_2\zeta_2\varepsilon_2/(\phi_1+2\zeta_2)$. One number cannot tell whether phase 2 forms a connected path, so the bounds separate. For $\varepsilon_1=1$, $\varepsilon_2=20$, the voxel cell has bounds 2.43 and 4.41, and its solved value is 3.80. The Hashin-Shtrikman interval is 2.04 to 5.28.

## Stage 6: the three-point integral

Let $\nabla^2u=\chi'$. In Fourier space $u=-\chi'/k^2$, hence $T_{ij}=-\partial_i\partial_ju$. Differentiating the Coulomb solution twice gives a local part, $-\chi'\delta_{ij}/3$, and a principal-value part, which is $Q$:

$$Q_{ij}(\mathbf x)=\frac1{4\pi}\,\mathrm{PV}\!\!\int d^3r\,\frac{3n_in_j-\delta_{ij}}{r^3}\chi'(\mathbf x+\mathbf r),\qquad\mathbf n=\mathbf r/r.$$

Contracting two kernels whose directions have cosine $c$ gives $9c^2-3-3+3=6P_2(c)$. The angular integration turns $d^3r\,d^3s$ into $8\pi^2r^2s^2\,dr\,ds\,dc$. The prefactor is $6\cdot8\pi^2/(16\pi^2)=3$, so

$$\langle\chi Q_{ij}Q_{ij}\rangle=3\int\frac{dr}{r}\int\frac{ds}{s}\int dc\,P_2(c)\,G,$$

$$G=\langle\chi(\mathbf x)\chi'(\mathbf x+\mathbf r)\chi'(\mathbf x+\mathbf s)\rangle=S_3-\phi_2S_2(r)-\phi_2S_2(s)+\phi_2^3.$$

Terms without $t$ vanish because $\int P_2\,dc=0$. For the same reason $S_2(r)S_2(s)/\phi_2$ may be subtracted; it cancels $S_3$ when one side becomes very short or very long. Division by $2A=2\phi_1\phi_2/3$ gives (3).

**Limit.** Replace the first $\chi$ by 1. The average must be $2A$, and $G$ becomes $\phi_1\phi_2f(t)$, where $f$ is the normalized two-point correlation. Hence

$$\int\frac{dr}{r}\int\frac{ds}{s}\int dc\,P_2(c)f(t)=\frac29.\tag{7}$$

## Stage 7: a structure with known statistics

Cut space by random, isotropic, independent planes. Let each cell be phase 2 with probability $\phi_2$, independently. The number of planes crossing a segment is Poisson distributed, so two points at distance $t$ share a cell with probability $e^{-t/\ell}$, which defines $\ell$. A plane that cuts a triangle crosses two of its sides, so the mean number cutting it is half the sum for the sides. Three points share a cell with probability $h=e^{-(r+s+t)/2\ell}$.

If all three points share a cell, the chance of phase 2 is $\phi_2$; if just two do, $\phi_2^2$; if none do, $\phi_2^3$. Weighting these cases gives

$$S_3=\phi_2^3+\phi_1\phi_2^2\big(e^{-r/\ell}+e^{-s/\ell}+e^{-t/\ell}\big)+\phi_1\phi_2(1-2\phi_2)h.$$

Insert this in (3). By (7), the $e^{-t/\ell}$ term contributes $\phi_2$. Therefore

$$\zeta_2=\phi_2+(1-2\phi_2)g,\qquad g=\frac92\int\frac{dr}{r}\int\frac{ds}{s}\int dc\,P_2(c)\,h.$$

Put $s=xr$ and $\tau=\sqrt{1+x^2-2xc}$. The $r$ integral gives $-\ln(1+x+\tau)$ plus terms independent of $c$, which $P_2$ removes. The ranges $x<1$ and $x>1$ contribute equally, so

$$g=-9\int_0^1\frac{dx}{x}\int_{-1}^1dc\,P_2(c)\ln(1+x+\tau)=0.2500,$$

evaluated numerically. For $\phi_2\to0$, $\zeta_2\to g$ describes isolated cells. Computing $Q$ directly inside randomly sampled cells gives $0.2497\pm0.0023$ (one standard error).

**Limit.** At $\phi_2=1/2$ the phases are statistically interchangeable, so $\zeta_2$ must be $1/2$; the formula gives this for any $g$.

## Worked example: a porous low-k film

Take a porous organosilicate film with rough typical values: skeleton relative permittivity $k_1=2.8$, empty pores $k_2=1$, porosity $\phi_2=0.30$. The plane mosaic with $\ell=1$ nm is a model of its structure. It gives

$$\zeta_2=0.30+0.40\times0.25=0.40,$$

and direct evaluation of the triple integral (3) also gives 0.400.

The bounds scale with the permittivities, so they apply to $k=\varepsilon/\varepsilon_0$ as well. The inputs are $\langle k\rangle=2.26$, $\langle\tilde k\rangle=1.54$, $\langle k\rangle_\zeta=2.08$ and $\phi_1\phi_2(k_2-k_1)^2=0.6804$. Thus

$$k_U=2.26-\frac{0.6804}{1.54+4.16}=2.141,$$

$$Y_L=\frac{2}{0.6/2.8+0.4}=3.256,\qquad k_L=2.26-\frac{0.6804}{1.54+3.256}=2.118.$$

The Wiener interval is 1.82 to 2.26 and the Hashin-Shtrikman interval 2.068 to 2.165. At this porosity and contrast, knowing $\zeta_2$ narrows the latter by a factor of 4.3, to a width of 0.023.

The midpoint, $k\approx2.13$ or $1.89\times10^{-11}$ F/m, serves below for sizing. Between lines 40 nm high and 20 nm apart, the parallel-plate capacitance per length is $\varepsilon_0k\times40/20\approx38$ aF/µm, without fringing fields.

Real films of this class have $k$ of roughly 2 to 2.6 and pores of a nanometre or a few, so the example is in the usual range. Its narrow bounds are not the uncertainty of a real film. One volume percent of water with its bulk permittivity of about 80 raises $k$ by 0.06 as droplets and by at most 0.53 as randomly oriented flat inclusions, if the water is taken to lie in a uniform medium of permittivity 2.13. The upper value is the limit of vanishing thickness and needs a thickness-to-width ratio far below $2.13/80$; a ratio of 0.1 gives 0.15. A 0.3 nm layer lining spherical pores of radius 1 or 2 nm gives 0.11 or 0.16, and water filling whole pores gives 0.07. The value 80 is the static one; at 10 GHz bulk water has a lower permittivity and is strongly lossy. Sidewalls damaged to a depth of 1.5 nm each, with permittivity 3.5, raise the value across the gap by 0.13. Water films and damaged walls thus give the largest shifts among the effects sized here. Water droplets matter about as much as the pore structure, which can move $k$ by up to about 0.06 from the midpoint within the Hashin-Shtrikman interval. Smaller effects are comparable with the width of the bounds: about 0.02 for a depolarization factor changed by 0.05, a standard deviation of about 0.016 from porosity scatter in a 100 nm line segment, and 0.013 for 80 K of heating at an assumed skeleton drift of $10^{-4}$ per kelvin. Real pores need not resemble plane-cut cells; for another isotropic structure with the same porosity and phase permittivities, the Hashin-Shtrikman interval still applies. The use of a bulk permittivity in nanometre-thin walls has not been sized.

At 1 V the mean field is 0.5 MV/cm, a tenth of a rough film breakdown field of 5 MV/cm. The estimated rms pore field is 0.65 MV/cm; local peaks can be higher. Direct tunnelling across the gap, ohmic conduction at 10 GHz and retardation are negligible for the inputs in the numerical output. Leakage through defects is outside these estimates.

## Computed values

```
Skeleton relative permittivity (rough): 2.8
Pore relative permittivity: 1
Porosity (rough): 0.3
Mosaic cell constant g: 0.25
g from sampled cells: 0.2497 +- 0.0023
Mosaic zeta2: 0.4
Mosaic zeta2, brute triple integral: 0.4
S3 of test triangle: formula 0.1374, sampled 0.1377
Wiener lower bound: 1.8182
Wiener upper bound: 2.26
Hashin-Shtrikman lower bound: 2.0678
Hashin-Shtrikman upper bound: 2.16471
Third-order lower bound: 2.11813
Third-order upper bound: 2.14063
Hashin-Shtrikman width: 0.09691
Third-order width: 0.02251
Width ratio HS / third-order: 4.31
Midpoint permittivity: 2.1294
Midpoint absolute permittivity: 1.8854e-11 F/m
Voxel cell: phi2 = 0.29823, zeta2 = 0.45279
Voxel shares in phase 2: m = 0.53579, n = 0.61878
Voxel 3rd-order coefficient: solved 0.037393, formula 0.037378
Voxel rows: e1, e2 | HS low, low, solved, up, HS up
  2.8, 1 | 2.07147, 2.11649, 2.13297, 2.14005, 2.16818
  1, 20 | 2.04073, 2.43210, 3.80341, 4.41368, 5.27578
  20, 1 | 5.61570, 7.35849, 10.96543, 11.76911, 12.71469
Line spacing (rough): 20 nm
Line height (rough): 40 nm
Cell length (rough): 1 nm
Voltage: 1 V
Sidewall capacitance per length: 37.708 aF/um
Water input: fraction 0.01, permittivity 80
Shift of k, water as droplets: 0.059
Shift of k, water as thin sheets: 0.526
Damage input: 1.5 nm per side, permittivity 3.5
Shift of k, damaged sidewalls: 0.133
Depolarisation factor change: 0.05
Shift of k, pore anisotropy (size): 0.0151
Line segment length: 100 nm
Porosity scatter in segment (std): 0.00812
Scatter of k in segment (std): 0.0166
Skeleton drift 0.0001 1/K (size), heating 80 K
Shift of k, heating (size): 0.013
Mean field: 0.5 MV/cm
Estimated rms pore field: 0.647 MV/cm
Breakdown field (rough): 5 MV/cm
Pore field / breakdown field: 0.129
Tunnelling barrier (rough): 4 eV
log10 of tunnelling factor: -166
Frequency 10 GHz, conductivity 1e-13 S/m (rough)
Conduction / displacement current: 8.44e-14
Phase across spacing: 6.12e-06 rad
```
